# Pinch-off and saddle barriers beneath a sinusoidal Schottky contact, part 2

A metal covers the plane $z=0$ of an n-type semiconductor filling $z>0$. The interface barrier is $\Phi_0+\Delta\cos(qx)$, with $\Delta>0$ and period $L=2\pi/q$; nothing depends on $y$. Troughs lie below the lines of lowest barrier, $\Phi_0-\Delta$, and ridges below those of highest barrier. The band edge $U$ is an electron energy measured from the metal's Fermi level. The mean surface force is $F>0$, in eV/nm or meV/nm, $W$ is the depletion width, $N$ the donor density, $\varepsilon_s$ the permittivity, $e$ the positive elementary charge, $k$ Boltzmann's constant, $T$ the temperature and $V$ the forward voltage.

The model takes a classical electron and smooth donor charge. It omits the image force and the mean-curvature term $Fz^2/(2W)$:

$$U(x,z)=\Phi_0-Fz+\Delta\cos(qx)\,e^{-qz}. \tag{1}$$

With $r=q\Delta/F$, a trough is pinched off, with an energy maximum inside the semiconductor, if $r>1$:

$$q\Delta>F,\qquad\text{or equivalently}\qquad L<\frac{2\pi\Delta}{F}. \tag{3}$$

The maximum along the trough is a saddle of $U$ at depth $z_*=(\ln r)/q$. Its height $\Phi_s$ is the lowest energy at which a classical electron can pass from metal to bulk:

$$\boxed{\;\Phi_s=\Phi_0-\frac Fq\left[1+\ln\frac{q\Delta}{F}\right],\qquad q\Delta>F.\;} \tag{4}$$

The second derivatives there are

$$U_{xx}=+qF,\qquad U_{zz}=-qF,\qquad U_{xz}=0. \tag{6}$$

For $r\le1$ the trough is open and the barrier is $\Phi_0-\Delta$. The bias slope of the saddle is $d\Phi_s/d(eV)=z_*/W$.

The example is a silicide on n-type silicon with $\Phi_0=0.65$ eV, $\Delta=0.10$ eV, $L=60$ nm, $N=10^{16}$ cm⁻³, $T=300$ K and relative permittivity 11.7. At zero bias $kT=25.85$ meV, $F=3.599$ meV/nm, $W=232.7$ nm, $q=0.1047$ nm⁻¹, $r=2.910$, $F/q=34.36$ meV and $z_*=10.20$ nm. The saddle, at $\Phi_s=0.579$ eV, lies 71.1 meV below $\Phi_0$, and its bias slope is 0.044 eV per volt. In the model a reverse bias of 3.13 V opens the trough.

### (g) How much do the mean curvature and the image force change the saddle?

**Solution.** Let a small energy $w(z)$ be added along the trough. Near the saddle, with $\zeta=z-z_*$, the energy is

$$\Phi_s-\frac{qF}{2}\zeta^2+w(z_*)+w'(z_*)\zeta .$$

Its maximum lies at $\zeta=w'/(qF)$, and the height changes by

$$\delta\Phi_s=w(z_*)+\frac{w'(z_*)^2}{2qF}. \tag{10}$$

The second term is positive because the maximum moves to the place where the total energy is highest. Here $qF=0.3768$ meV/nm².

For the mean curvature, $w=Fz^2/(2W)$. Then $w(z_*)=3.599\times10.20^2/(2\times232.7)=0.80$ meV. The slope is $w'=Fz_*/W=0.158$ meV/nm, which adds 0.03 meV. The numerical maximum gives a shift of $+0.84$ meV.

For the image force, an electron at depth $z$ is attracted by an image charge at distance $2z$. The force is $e^2/[4\pi\varepsilon_s(2z)^2]$. Integrating it from infinity to $z$ gives the energy

$$w(z)=-\frac{e^2}{16\pi\varepsilon_sz}=-\frac{C}{4z},\qquad C=\frac{e^2}{4\pi\varepsilon_s}=0.123\ \text{eV nm}.$$

At the saddle, $w=-123/(4\times10.2)=-3.0$ meV. The slope $C/(4z_*^2)=0.30$ meV/nm adds back 0.1 meV. The numerical result is $-2.9$ meV, with the maximum moved to 10.9 nm. With curvature and image force together the barrier is 0.577 eV.

A uniform contact with barrier $\Phi_0$ behaves differently. The maximum of $-Fz-C/(4z)$ is at $z=\sqrt{C/(4F)}$, where both terms equal $-\sqrt{CF}/2$. The lowering is

$$\sqrt{CF}=\sqrt{123\times3.599}\ \text{meV}=21.0\ \text{meV}.$$

That maximum lies only 2.9 nm from the metal, whereas the saddle lies at 10.2 nm, where the image attraction is weaker. The image force therefore reduces the difference between the uniform contact and the trough from 71 meV to about $71+3-21=53$ meV.

The image force also changes the meaning of the threshold. Its contribution to the slope, $+C/(4z^2)$, grows without limit toward the metal in this continuum description. The slope along the trough is then positive near the metal at every field, and the maximum lies inside the semiconductor even for $r<1$. At the threshold field of the example it lies at 3.2 nm, and the barrier is 14.7 meV below $\Phi_0-\Delta$. The sharp threshold (3) becomes a gradual change, and (4) is a good estimate only where $z_*$ is well beyond a few nanometres. Likewise, the opening bias of 3.13 V belongs to the model without the image force, and no sharp change is to be expected there.

### (h) The donors are discrete. Find the resulting spread of the saddle energy, to first order.

**Solution.** The smooth charge already accounts for the average effect of the donors. Suppose that they are placed independently at random in the half-space. A donor at $\mathbf r'$ and its image in the metal change the electron energy at depth $z$ by $-Cg$, with

$$g=\frac1{r_1}-\frac1{r_2},$$

where $r_1$ is the distance from $\mathbf r'$ to the electron and $r_2$ the distance from $\mathbf r'$ to the mirror point of the electron. For independent positions the variances of small volumes add:

$$\sigma^2=NC^2\int_{z'>0}g^2\,d^3r' .$$

Reflection in the metal surface changes the sign of $g$ and leaves $g^2$ unchanged. The integral is therefore half of the integral over all space, in which the two centres are a distance $d=2z$ apart.

To find the latter, integrate over a large sphere of radius $R$ about the first centre. The first squared term gives $\int r_1^{-2}d^3r'=4\pi R$. The second gives $4\pi R$ up to a term of order $d^2/R$. For the cross term, the average of $1/r_2$ over a sphere of radius $s$ about the first centre is $1/\max(s,d)$, so

$$\int\frac{d^3r'}{r_1r_2}=4\pi\left[\int_0^d\frac sd\,ds+\int_d^Rds\right]=4\pi\left(R-\frac d2\right).$$

The total is $8\pi R-8\pi(R-d/2)=4\pi d$ as $R\to\infty$. Half of it, with $d=2z$, is $4\pi z$. A direct numerical integration over the half-space gives $1.0000$ times this value. Hence

$$\sigma=C\sqrt{4\pi Nz_*}. \tag{11}$$

With $N=10^{-5}$ nm⁻³, $4\pi Nz_*=1.28\times10^{-3}$ and $\sigma=123\times0.0358=4.4$ meV. This root-mean-square value exceeds the shifts from curvature and image force at the saddle. It is raised by rare donors close to the saddle: on average only 0.04 donors lie within a distance $z_*$ of it, and a typical shift (the median size) is about 2 meV. The donors are placed at random along $y$ too, so the pass height varies in that direction. A figure finer than a few meV has no meaning for one particular place on the contact.

### (i) Estimate the effect of tunnelling and of the quantized motion across the trough.

**Solution.** Near the saddle (6) separates the motion into an inverted oscillator along $z$ and an ordinary oscillator along $x$. Let $m_z$ and $m_x$ be the effective masses, and define $\omega_z=\sqrt{qF/m_z}$ and $\omega_x=\sqrt{qF/m_x}$.

The transmission of the inverted oscillator can be found as follows. In scaled variables with $[Y,P]=i$ its Hamiltonian is $H=\tfrac12\hbar\omega_z(P^2-Y^2)$. Put $u=(P+Y)/\sqrt2$ and $v=(P-Y)/\sqrt2$. Then $[u,v]=i$ and $H=\tfrac12\hbar\omega_z(uv+vu)$. Classically $u$ grows and $v$ decays in time, so $u$ labels outgoing and $v$ incoming motion. A particle arriving from the left has $Y<0$ and $P>0$, hence $v>0$.

In the $v$ representation $u=i\,d/dv$. With $\epsilon=E/\hbar\omega_z$, where $E$ is measured from the saddle, the equation $H\chi=E\chi$ is $v\chi'=-(\tfrac12+i\epsilon)\chi$. The incoming state is $\chi=v^{-1/2-i\epsilon}$ for $v>0$ and zero for $v<0$. Its transform to the $u$ representation is

$$\int_0^\infty e^{iuv}v^{-1/2-i\epsilon}dv=\Gamma\!\left(\tfrac12-i\epsilon\right)(-iu)^{-1/2+i\epsilon}.$$

For $u>0$, the transmitted side, $-iu=|u|e^{-i\pi/2}$ and the modulus contains $e^{\pi\epsilon/2}$. For $u<0$, the reflected side, it contains $e^{-\pi\epsilon/2}$. The ratio of transmitted to reflected probability is $e^{2\pi\epsilon}$, so the transmission is

$$\mathcal T(E)=\frac1{1+e^{-2\pi E/\hbar\omega_z}} .$$

The classical thermal flux is proportional to $\int_0^\infty e^{-E/kT}dE/kT=1$. With $a_z=\hbar\omega_z/kT$, $s=a_z/2\pi$ and $t=e^{-2\pi E/\hbar\omega_z}$, the quantum flux is

$$\int_{-\infty}^{\infty}e^{-E/kT}\mathcal T\,\frac{dE}{kT}=s\int_0^\infty\frac{t^{s-1}}{1+t}dt=\frac{\pi s}{\sin\pi s}=\frac{a_z/2}{\sin(a_z/2)} ,$$

by Euler's integral, valid for $0<s<1$. Across the trough, with $a_x=\hbar\omega_x/kT$, the level sum is $\sum_n e^{-a_x(n+1/2)}=1/[2\sinh(a_x/2)]$. The classical phase-space integral is $1/a_x$. The ratio is $(a_x/2)/\sinh(a_x/2)$.

Expanding both factors to second order gives

$$\frac{\text{quantum}}{\text{classical}}\simeq1+\frac{a_z^2-a_x^2}{24}=1+\frac{\hbar^2qF}{24(kT)^2}\left(\frac1{m_z}-\frac1{m_x}\right). \tag{12}$$

For equal masses the leading corrections cancel, because the two curvatures in (6) are equal and opposite. Tunnelling helps the electron through the pass, and the quantized motion across the trough hinders it by the same amount to this order.

Silicon has transverse and longitudinal masses of 0.19 and 0.98 free-electron masses. For the light mass $\hbar\omega=12.3$ meV, so $a=0.475$ and tunnelling alone gives a factor 1.009. Including the transverse levels of the parabolic saddle with equal masses gives 1.0000. For crystal axes along $x$ and $z$, a valley that is heavy across the trough and light along it gives 1.008, and the reverse arrangement gives 0.992. For these last two arrangements the equivalent barrier shift is about 0.2 meV in size.

These are estimates. The profile across the pass is a cosine of amplitude $F/q=34$ meV, not much larger than $kT$, so the parabola is only approximate there. For the light mass, the levels of the full cosine give a transverse factor of 0.995 instead of the parabolic 0.991. The cancellation for equal masses should therefore not be trusted to better than about half a percent. Along the trough, the full profile $-Fz-\Delta e^{-qz}$, continued smoothly through $z=0$, gives a tunnelling factor of 1.008 instead of 1.009. These factors describe the saddle only and leave out quantum reflection at the metal interface, which can be much larger. In a crude model with an abrupt step to a free-electron metal of Fermi energy 2 to 5 eV, only 0.3 to 0.8 of the thermal flux along the trough is transmitted, equivalent to 6 to 29 meV of barrier. The tunnelling integral diverges at $a_z=2\pi$, which for the light mass means 22.7 K at this curvature. Near and below that temperature tunnelling far below the saddle matters, and the parabolic barrier no longer suffices.

### (j) How does the model compare with a real contact?

**Solution.** The barrier and the doping are rough values for a silicide contact on n-type silicon. The amplitude and period are illustrative. A real contact need not follow a single sinusoid: its patches can have irregular sizes and shapes. The result depends noticeably on both the period and the amplitude. Halving the period at fixed $F$ and $\Delta$ gives $F/q=17.2$ meV and $r=5.82$, so the lowering becomes $17.2\times2.76=47$ meV instead of 71 meV. Doubling $\Delta$ at fixed $F$ and $L$ lowers the saddle by $34.4\times0.693=24$ meV. Both changes exceed the corrections at the saddle found above. A compact patch, limited in $y$ as well, needs a different solution of Laplace's equation, and (4) should not be applied to it.

The saddle height is also not the barrier that a current measurement would report. Because $F/q$ is only about $1.3\,kT$, electrons cross well above the saddle and over much of the period. The thermal flux that reaches the bulk cannot exceed the one-way flux through any plane $z$. That flux corresponds to the area-averaged barrier $\Phi_0-Fz-kT\ln I_0(\Delta e^{-qz}/kT)$, where $I_0$ is the modified Bessel function. In the example this expression is largest at $z=6.6$ nm, where it equals 0.606 eV. Collision-free classical trajectories with an isotropic mass in the potential (1) give about 0.609 eV, some 30 meV above $\Phi_s$, with a bias slope near 0.03 eV per volt instead of 0.044.

Sharp edges of the stripes matter less for the saddle height in this example. Take a square wave with low and high stripes of equal width and the same fundamental amplitude $\Delta$. In the trough its third harmonic adds $(\Delta/3)e^{-3qz_*}$, where $e^{-qz_*}=1/r=0.344$. To first order this is $33.3\times0.0406=1.4$ meV, since sharp features decay quickly with depth. Summing all harmonics gives the trough profile $\Phi_0-Fz-\Delta\arctan(e^{-qz})$ and a shift of 1.5 meV, with the saddle at 8.8 nm. The threshold changes much more. The surface slope is now $q\Delta/2-F$, so pinch-off needs $r>2$. The saddle stands only 9 meV above the stripe floor $\Phi_0-\pi\Delta/4$, and a reverse bias of about 0.5 V opens the trough.

Two further conditions hold in the example. The largest field is at the surface of the ridges, where it is $F+q\Delta$, or 0.141 MV/cm at zero bias. At the opening bias it is $2q\Delta$, or 0.209 MV/cm, still below a rough breakdown field of 0.3 MV/cm for silicon. The estimated hole density under the ridges at zero bias is about $1.6\times10^{-3}$ of the donor density, so the depletion charge is hardly disturbed.

## Computed results

```
mean barrier 0.65 eV, amplitude 0.10 eV, period 60 nm
donors 1.0e+16 cm^-3, T 300 K, eps_r 11.7
masses m_t 0.19, m_l 0.98 (free-electron masses)
kT = 25.85 meV; band edge above Fermi level = 0.2055 eV
band bending less kT/e = 0.4187 V
q = 0.10472 nm^-1; depletion width W = 232.7 nm; qW = 24.4
surface field F = 3.599 meV/nm = 0.0360 MV/cm
threshold field q*D = 10.472 meV/nm = 0.1047 MV/cm
ratio q*D/F = 2.910; its logarithm = 1.0682
longest pinched-off period = 174.6 nm
F/q = 34.36 meV; saddle depth = 10.20 nm
saddle barrier = 0.5789 eV; interface minimum = 0.5500 eV
saddle above interface minimum = 28.9 meV
saddle below mean barrier = 71.1 meV
saddle curvature q*F = 0.3768 meV/nm^2
finite differences: Uxx 0.3768, Uzz -0.3768 meV/nm^2
bias slope dPhi_s/dV = 0.0438 eV/V; z_s/W = 0.0438
connectivity test, (pass - Phi0) in units F/q:
  qD/F 0.5: found -0.5000, formula -0.5000
  qD/F 0.9: found -0.9000, formula -0.9000
  qD/F 1.2: found -1.1823, formula -1.1823
  qD/F 3.0: found -2.0986, formula -2.0986
  qD/F 8.0: found -3.0794, formula -3.0794
Poisson grid: harmonic 0.3277, exp(-qz) 0.3273, z 10.66 nm
Poisson grid pass = 0.5797 eV
Poisson pass, period 240 nm (open) = 0.5500 eV
forward bias V; F MV/cm; W nm; saddle depth nm; trough barrier eV:
    0.2  0.0260  168.2  13.30  0.5906
    0.0  0.0360  232.7  10.20  0.5789
   -1.0  0.0662  428.3  4.37  0.5578
   -2.0  0.0865  559.3  1.83  0.5516
   -5.0  0.1295  837.1  0.00  0.5500
reverse bias that opens the trough = 3.13 V
neglected effects:
  mean-field curvature: +0.84 meV
  image force at saddle: -2.91 meV, top at 10.91 nm
  both together: barrier 0.5770 eV, top at 11.37 nm
  image lowering of a uniform contact at F: 21.0 meV
  at threshold field: image -14.7 meV, top 3.21 nm
  random donors: rms 4.4 meV; mean spacing 46.4 nm
  donor integral/(4 pi) = 1.0000
  saddle quantum hbar*omega (m_t) = 12.29 meV
  tunnelling factor alone (m_t) = 1.00948
  with transverse levels, equal masses = 1.00004
  heavy across, light along = 1.00764; reverse = 0.99245
  largest barrier shift from these = 0.20 meV
  tunnelling crossover temperature (m_t) = 22.7 K
  holes under ridges / donors = 1.6e-03
  peak ridge field, zero bias = 0.141 MV/cm
  peak ridge field at opening bias = 0.209 MV/cm
  rough breakdown field = 0.3 MV/cm
```
